\section*{Electromechanical collapse of a low-permittivity film compared with its breakdown field}

\section*{Problem}

An insulating film of thickness $d_0=20$ nm lies between two flat metal electrodes. It has elastic modulus $Y=5$ GPa and relative permittivity $\varepsilon_r=2.5$. A voltage $V$ makes the electrodes attract each other, which thins the film; the thinner film carries a larger field, and the attraction grows.

(a) At what applied field does this feedback destroy the elastic equilibrium? Use the Stark--Garton model: fixed electrode area, constant permittivity, and a compressive stress $Y\ln(d_0/d)$ at thickness $d$.

(b) Compare the result with a breakdown field of 10 MV/cm. How soft would the film have to be for the two to agree?

(c) How far does the answer move when the assumptions of the model are changed, and could a film reach the calculated field at all?

\section*{Solution}

\subsection*{The pressure between the electrodes}

Let $\varepsilon=\varepsilon_0\varepsilon_r$, let $A$ be the electrode area, and let $E=V/d$ be the true field in the film. With the charge $Q$ held fixed, the stored energy is $Q^2d/(2\varepsilon A)$. It rises with $d$, so the electrodes attract. The force per area is the derivative with respect to $d$, divided by $A$:
\begin{equation}
p=\frac{Q^2}{2\varepsilon A^2}=\frac{\varepsilon E^2}{2},
\end{equation}
because $Q/A=\varepsilon E$.

In the problem the voltage is controlled, not the charge. The source then delivers the energy $QV$, and the quantity to be minimized is $CV^2/2-QV=-CV^2/2$, with $C=\varepsilon A/d$. Its derivative with respect to $d$ is $+\varepsilon AV^2/(2d^2)$, which again means attraction with pressure $\varepsilon E^2/2$. The pressure at a given field is the same in both cases. What differs is its change during thinning: at fixed charge $E$ stays constant, while at fixed voltage $E$ grows as $1/d$. The instability comes from this growth.

\subsection*{The balance and its limit}

The logarithmic spring law follows if each further thinning is measured against the current thickness, $dp=-Y\,dd/d$. Integration from $d_0$ gives $p=Y\ln(d_0/d)$. Write $x=d/d_0$ and let $E_0=V/d_0$ be the nominal field, the one an experimenter obtains from the voltage and the initial thickness. Then $E=E_0/x$, and the balance reads
\begin{equation}
\frac{\varepsilon E_0^2}{2x^2}=-Y\ln x
\quad\Longrightarrow\quad
E_0^2=\frac{Y}{\varepsilon}\left(-2x^2\ln x\right).
\label{eq:balance}
\end{equation}
The bracket vanishes at $x=1$ and as $x\to0$, and is positive in between. It therefore has a maximum, and no equilibrium exists for a larger $E_0$. The condition for the maximum is
\begin{equation}
\frac{d}{dx}\left(-2x^2\ln x\right)=-2x\,(2\ln x+1)=0
\quad\Longrightarrow\quad x_c=e^{-1/2}\approx0.607 .
\end{equation}
There the bracket equals $-2e^{-1}(-1/2)=e^{-1}$, so
\begin{equation}
E_c=e^{-1/2}\sqrt{\frac{Y}{\varepsilon}} .
\label{eq:Ec}
\end{equation}
The film thickness has dropped out: a thicker film needs a larger voltage but the same field.

Below $E_c$ the balance has two solutions, and the energy decides which is stable. The elastic energy per area is
\begin{equation}
\int_d^{d_0}Y\ln\frac{d_0}{s}\,ds=Yd_0\,(1-x+x\ln x).
\end{equation}
Adding $-CV^2/(2A)$ and dividing by $Yd_0$ gives
\begin{equation}
g(x)=1-x+x\ln x-\frac{a}{2x},\qquad a=\frac{\varepsilon E_0^2}{Y}.
\end{equation}
Its first derivative, $g'=\ln x+a/(2x^2)$, vanishes at the balance (\ref{eq:balance}). The second is $g''=1/x-a/x^3$, and inserting $a=-2x^2\ln x$ gives
\begin{equation}
g''=\frac{1+2\ln x}{x}.
\end{equation}
This is positive for $x>e^{-1/2}$, so the less compressed solution is a minimum and the other a maximum. As the voltage is raised slowly, the film follows the minimum until the two merge at $E_c$. A numerical scan for the field at which the minimum disappears gives the prefactor 0.606531, equal to $e^{-1/2}$ to the digits shown.

\subsection*{Numbers for (a) and (b)}

With $\varepsilon=2.214\times10^{-11}$ F/m,
\begin{align}
\sqrt{\frac{Y}{\varepsilon}}&=\sqrt{\frac{5\times10^{9}}{2.214\times10^{-11}}}\ \text{V/m}
\approx1.50\times10^{10}\ \text{V/m}=150\ \text{MV/cm},\\
E_c&=0.6065\times150.3\ \text{MV/cm}\approx91\ \text{MV/cm}=9.1\ \text{V/nm}.
\end{align}
The first number is the true field in the thinned film at collapse, since $E_0/x_c=\sqrt{Y/\varepsilon}$. The second is the nominal field, and it is the one to set beside a breakdown field computed from the initial thickness. It is 9.1 times 10 MV/cm. For the 20 nm film the voltages are 182 V and 20 V.

The pressures differ more than the fields, because they go as the square of the true field. At collapse the pressure is $Y/2=2.5$ GPa. At 10 MV/cm it is
\begin{equation}
\tfrac12\,(2.214\times10^{-11})(10^{9})^2\ \text{Pa}\approx11\ \text{MPa},
\end{equation}
which thins the film by about $p/Y\approx0.22\,\%$. The feedback is then negligible.

To make collapse coincide with a given breakdown field $E_b$, solve (\ref{eq:Ec}) for the modulus:
\begin{equation}
Y=e\,\varepsilon E_b^2=2.718\times2.214\times10^{-11}\times10^{18}\ \text{Pa}\approx60\ \text{MPa}.
\end{equation}
This is some eighty times below the given modulus and belongs to a stiff elastomer or soft polymer rather than a glass. The value holds for constant permittivity; with the density-dependent permittivity treated in (c) it would be about 210 MPa. Because $E_c\propto\sqrt Y$, moderate errors in the modulus matter little: a film 10\,\% softer at its temperature of use would still have $E_c\approx86$ MV/cm.

\subsection*{(c) Other mechanical assumptions}

At $x_c$ the logarithmic strain is one half, far outside the range in which a glass can be trusted to respond elastically. The value 91 MV/cm is thus an extrapolation. The following changes are made one at a time, with $Y$ and the initial permittivity held fixed unless stated.

\paragraph{Linear spring.} With the stress $Y(1-x)$, the balance is $E_0^2=(2Y/\varepsilon)x^2(1-x)$. The condition $2x-3x^2=0$ gives $x=2/3$ and
\begin{equation}
E_0=\sqrt{\frac{8}{27}}\sqrt{\frac{Y}{\varepsilon}}\approx82\ \text{MV/cm}.
\end{equation}

\paragraph{No lateral strain.} If $Y$ is Young's modulus and the film is bonded to stiff electrodes, it cannot expand sideways. Let $\sigma_z$ and $\sigma_l$ be the normal and lateral stresses and $\nu$ the Poisson ratio. Zero lateral strain requires $\sigma_l-\nu(\sigma_l+\sigma_z)=0$, or $\sigma_l=\nu\sigma_z/(1-\nu)$. The normal strain is $(\sigma_z-2\nu\sigma_l)/Y$, so the effective modulus is
\begin{equation}
M=\frac{Y}{1-2\nu^2/(1-\nu)}=\frac{Y(1-\nu)}{(1+\nu)(1-2\nu)} .
\end{equation}
For $\nu=0.25$ this is 6 GPa. Used in the logarithmic law, it raises the critical field by $\sqrt{6/5}$, to 100 MV/cm.

\paragraph{Compliant electrodes.} If instead the film is incompressible and the electrodes stretch with it, $Ad$ is constant and the capacitance grows as $A/d\propto1/x^2$. With the elastic energy $\tfrac12Y\ln^2x$ per volume, the scaled energy is $\tfrac12\ln^2x-a/(2x^2)$. Setting its derivative to zero gives
\begin{equation}
\frac{\ln x}{x}+\frac{a}{x^3}=0\quad\Longrightarrow\quad a=-x^2\ln x .
\end{equation}
This is half the bracket in (\ref{eq:balance}), so the critical field falls by $\sqrt2$, to 64 MV/cm. Metal lines do not stretch in this way; the case shows how much the boundary condition matters.

\paragraph{Permittivity rising with density.} Compression at fixed area raises the density $n\propto1/x$. Suppose that the Clausius--Mossotti relation holds with a fixed polarizability, so that $L=(\varepsilon_r-1)/(\varepsilon_r+2)$ is proportional to $n$. Since $dL/d\varepsilon_r=3/(\varepsilon_r+2)^2$,
\begin{equation}
n\frac{d\varepsilon_r}{dn}=\frac{L}{dL/d\varepsilon_r}=\frac{(\varepsilon_r-1)(\varepsilon_r+2)}{3}=-x\frac{d\varepsilon_r}{dx}.
\end{equation}
The pressure at fixed voltage is $-\tfrac12V^2$ times the derivative of the capacitance per area, $\varepsilon_0\varepsilon_r/d$:
\begin{equation}
p=\frac{\varepsilon_0V^2}{2}\left(\frac{\varepsilon_r}{d^2}-\frac1d\frac{d\varepsilon_r}{dd}\right)
=\frac{\varepsilon_0\varepsilon_rE^2}{2}K,\qquad
K=1+\frac{(\varepsilon_r-1)(\varepsilon_r+2)}{3\varepsilon_r}.
\end{equation}
Initially $K=1+1.5\times4.5/7.5=1.9$, so under this assumption the pressure nearly doubles even at small strain. In a real glass the polarizability and the local field can themselves change under uniaxial compression, so the size of the effect is uncertain. With the relation used here, both $\varepsilon_r$ and $K$ grow during thinning, and the balance becomes
\begin{equation}
E_0^2=\frac{-2Yx^2\ln x}{\varepsilon_0\,\varepsilon_r(x)\,K(x)} .
\end{equation}
Its maximum, found numerically, lies at $x\approx0.775$. There $\varepsilon_r\approx3.26$ and $K\approx2.22$, and the critical field is 49 MV/cm. The relation keeps the local-field factor $1/3$ of an isotropic medium. If the spherical cavity behind that factor is instead flattened along with the film, the initial $K$ is 2.14 and the critical field about 40 MV/cm.

\paragraph{Crushing.} Let the stress follow the logarithmic law up to a flow stress $s<Y/2$ and stay constant beyond it. The flow stress is reached at $x_s=e^{-s/Y}$. Any further thinning at fixed voltage raises the electrical pressure but not the resistance, so the film collapses. From $\varepsilon E_0^2/(2x_s^2)=s$,
\begin{equation}
E_0=e^{-s/Y}\sqrt{\frac{2s}{\varepsilon}} .
\end{equation}
A rough choice $s=0.25$ GPa gives $0.951\times47.5\approx45$ MV/cm. The unlimited plateau is an idealization. At fixed area it can describe only the closing of pores, and the stress rises again once they are closed: for 15\,\% porosity and the modulus $Y$ afterwards, the film jumps to $x\approx0.84$ and holds until about 81 MV/cm. A dense film that yields in shear but cannot spread keeps its bulk stiffness; with $\nu=0.25$ and the same $s$ its limit is about 78 MV/cm. The value 45 MV/cm marks the onset of crushing, not necessarily a complete collapse.

\paragraph{Crushing with rising permittivity.} The last two effects act together in a film that densifies. At $x_s=0.951$ one finds $\varepsilon_r\approx2.62$ and $K\approx1.95$. The crushing field is divided by $\sqrt{(2.62/2.5)\times1.95}\approx1.43$, which leaves 32 MV/cm.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Critical $V/d_0$ & Ratio to \\
 & (MV/cm) & 10 MV/cm \\
\hline
No lateral strain, $M=6$ GPa & 100 & 10 \\
Stark--Garton & 91 & 9.1 \\
Linear spring & 82 & 8.2 \\
Compliant electrodes & 64 & 6.4 \\
Rising permittivity & 49 & 4.9 \\
Crushing at 0.25 GPa & 45 & 4.5 \\
Crushing, rising permittivity & 32 & 3.2 \\
\hline
\end{tabular}
\end{center}

In these examples, replacing the logarithmic law by a linear one matters less than the two effects that the original model leaves out. The last row is an estimate, not a lower bound, since it depends on the assumed flow stress and on the assumption of a fixed polarizability. To bring crushing down to 10 MV/cm, the flow stress would have to equal the pressure there: 11 MPa at constant permittivity, or about $1.9\times11\approx21$ MPa with the density effect. Both are less than a tenth of the value assumed.

\subsection*{Could the film reach 91 MV/cm?}

A field of this size also drives electrons through the film. For an estimate, take a barrier of height $\phi=3.5$ eV above the Fermi level of the metal, a tunnelling mass $m=0.5\,m_0$, with $m_0$ the free-electron mass, and a Fermi energy of 7 eV. The potential falls linearly. If the barrier is assumed to depend only on the energy of motion along the field, an electron for which this energy lies $w$ below the Fermi level meets a triangular barrier of height $h=\phi+w$ and width $h/(eF)$, where $F$ is the field. Thinning is neglected in this section, so $F=V/d_0$; near collapse the true field is larger, and the current with it. In the semiclassical approximation its transmission is $e^{-B}$ with
\begin{equation}
B(h)=\frac2\hbar\int_0^{h/(eF)}\sqrt{2m(h-eFz)}\,dz=\frac{4\sqrt{2m}\,h^{3/2}}{3\hbar eF}.
\end{equation}

The current is a sum over occupied states, with a factor 2 for spin. The velocity along the field satisfies $v_z\,dk_z=dE_z/\hbar$, and the occupied transverse states fill a disc of area $2\pi m_0w/\hbar^2$. Hence, at low temperature,
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int\frac{2\pi m_0w}{\hbar^3}\,e^{-B(\phi+w)}\,dw
=\frac{em_0}{2\pi^2\hbar^3}\int w\,e^{-B(\phi+w)}\,dw .
\label{eq:J}
\end{equation}
Electrons near the Fermi level dominate, so expand $B(\phi+w)\approx B(\phi)+w/D$, with $1/D=2\sqrt{2m\phi}/(\hbar eF)$. Extending the integral to infinity gives $D^2e^{-B(\phi)}$, and with $D^2=\hbar^2e^2F^2/(8m\phi)$ the Fowler--Nordheim formula follows:
\begin{equation}
J=\frac{e^3F^2m_0}{16\pi^2\hbar m\phi}\,e^{-B(\phi)} .
\end{equation}
The true $B$ curves upward with $w$ and lies above its tangent, so the formula overestimates the integral. Direct integration of (\ref{eq:J}) gives 0.97 of the formula at 10 MV/cm and 0.81 at $E_c$.

The exponent $B(\phi)$ falls from 31.6 at 10 MV/cm to 3.5 at 91 MV/cm. The integrated current rises from $1.6\times10^{-6}$ to about $2\times10^{8}$ A/cm$^2$. With so small an exponent the second value is an order of magnitude at best. The semiclassical transmission also omits a prefactor: the exact solution for the same barrier roughly doubles both currents.

To see what such currents do, suppose that the power density $q=JF$ is released uniformly in the film and that both faces stay cold. The steady heat equation $\kappa T''=-q$ has the solution $T=qz(d_0-z)/(2\kappa)$ for the temperature rise, with its largest value at mid-film:
\begin{equation}
\Delta T=\frac{JF\,d_0^2}{8\kappa}.
\end{equation}
For $\kappa=0.3$ W/(m\,K), a rise of 1000 K requires $q=8\times0.3\times1000/(20\times10^{-9})^2=6\times10^{18}$ W/m$^3$. The Fowler--Nordheim current supplies this at about 36 MV/cm. In this estimate the film is destroyed by heat well before it reaches 91 MV/cm. That conclusion survives even if only a thousandth of the power stays in the film (78 MV/cm). The order relative to the last three rows of the table is not settled: the thermal field falls to about 31 MV/cm with image-force lowering, rises to about 45 MV/cm if a tenth of the power stays in the film, and is about 24 or 49 MV/cm for a barrier of 2.5 or 4.5 eV.

The thermal estimate neglects charge trapped in the film, which can reduce the current, and lowering of the barrier by image forces, which increases it. It also counts as film heating some energy that electrons may release in the anode. Conserving the transverse momentum, with a smaller mass in the film than in the metal, would raise the barrier for electrons that also move sideways and roughly halve the current. At 10 MV/cm the estimate gives a rise of only $3\times10^{-9}$ K, so for this barrier uniform tunnelling heat does not account for breakdown there either. This depends steeply on the barrier: with image-force lowering the rise is about 4 K for 2 eV and several hundred kelvin for 1.5 eV.

\subsection*{The real case}

The modulus and permittivity are roughly those of organosilicate low-permittivity glass between interconnect lines; the flow stress, barrier, mass and thermal conductivity are rough choices. A breakdown field of 10 MV/cm is on the high side for porous films of this kind, and a lower one would widen the gap. The assumption that real structures most clearly break is uniformity. They have rough edges, pores and defects, and the field at such places can exceed the average. To match the nominal criterion locally at an average of 10 MV/cm, the enhancement would have to be about 9 in the Stark--Garton model, or about 3 in the last row of the table. Even this comparison is loose, because a small spot is held in place by the stiffer material around it, which the model of a uniform film does not describe.

What the estimate excludes is therefore specific: uniform electromechanical collapse of a film with these parameters is not the cause of breakdown at 10 MV/cm. It does not predict that the film survives to 91 MV/cm. The creation of defects and the growth of a conducting path, which can end a film's life at much lower fields, lie outside this calculation. The main values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Modulus Y: 5 GPa
Relative permittivity: 2.5
Permittivity eps: 2.214e-11 F/m
Film thickness d0: 20 nm
Comparison breakdown field: 10 MV/cm
Critical x, energy scan: 0.6065
Critical x, formula: 0.6065
Prefactor, energy scan: 0.606531
Prefactor, formula: 0.606531
Critical nominal field E_c: 91.16 MV/cm
Critical nominal field E_c: 9.116 V/nm
True field at collapse: 150.3 MV/cm
E_c / breakdown field: 9.116
Voltage at collapse: 182.3 V
Voltage at breakdown field: 20 V
Pressure at collapse: 2.5 GPa
Pressure at breakdown field: 11.07 MPa
Thinning at breakdown field: 0.2221 %
Modulus for collapse at 10 MV/cm: 60.17 MPa
E_c with Y 10 % lower: 86.48 MV/cm
E_c, linear spring: 81.81 MV/cm
Poisson ratio: 0.25
Modulus without lateral strain: 6 GPa
E_c, that modulus: 99.86 MV/cm
E_c, compliant electrodes: 64.46 MV/cm
Initial density pressure factor: 1.9
E_c, density-dependent eps: 48.88 MV/cm
Critical x, density-dependent eps: 0.7751
Flow stress: 0.25 GPa
Crushing field: 45.21 MV/cm
Crushing with density-dependent eps: 31.62 MV/cm
That field / breakdown field: 3.162
Barrier height: 3.5 eV
Tunnelling mass: 0.5 electron masses
Fermi energy of the metal: 7 eV
Tunnel exponent at 10 MV/cm: 31.63
Tunnel exponent at E_c: 3.47
Tunnel current at 10 MV/cm: 1.57e-06 A/cm2
Tunnel current at E_c: 1.85e+08 A/cm2
Direct / formula current, 10 MV/cm: 0.970
Direct / formula current, E_c: 0.810
Thermal conductivity: 0.3 W/(m K)
Warming at 10 MV/cm: 2.7e-09 K
Chosen destructive warming: 1000 K
Field for that warming: 35.9 MV/cm
\end{verbatim}
